# Infrared Absorption from Dipole Correlations and the Harmonic Quantum Correction

A molecular dynamics run supplies the total dipole \(\mathbf M(t)\) of a sample as the nuclei move classically. The problem is to find how an infrared spectrum follows from this record, and what is lost because the nuclei are not classical.

The sample has volume \(V\), is isotropic, and is in thermal equilibrium at inverse temperature \(\beta=1/k_BT\). Its Hamiltonian \(H\) has eigenstates \(|i\rangle\) with energies \(E_i\) and populations \(p_i=e^{-\beta E_i}/Z\), where \(Z=\sum_i e^{-\beta E_i}\). We write \(\omega_{fi}=E_f-E_i\). Hartree atomic units are used, with \(\hbar=1\) and \(4\pi\varepsilon_0=1\), and Maxwell's equations are taken in Gaussian form. The speed of light is then \(c=137.036\).

## (a) The transition rate

**Light of frequency \(\omega>0\), polarized along the unit vector \(\mathbf u\), acts on the sample. Find the rate of transitions \(i\to f\) to lowest order in the field.**

The wavelength is taken to be long compared with the sample region, so the field is uniform there and the perturbation is \(-E_0\cos(\omega t)\,\mu\), with \(\mu=\mathbf u\cdot\mathbf M\). Here \(E_0\) is the amplitude of the macroscopic field, and \(H\) must describe the sample's response to that field.

First-order perturbation theory gives the amplitude of state \(f\) after a time \(T\):

\[
a_f=-i\int_0^T e^{i\omega_{fi}t}\,(-E_0\cos\omega t)\,\mu_{fi}\,dt
=\frac{iE_0\mu_{fi}}{2}\int_0^T\left[e^{i(\omega_{fi}-\omega)t}+e^{i(\omega_{fi}+\omega)t}\right]dt .
\]

For either exponential, with \(\Delta=\omega_{fi}\mp\omega\),

\[
\left|\int_0^T e^{i\Delta t}dt\right|^2=\frac{\sin^2(\Delta T/2)}{(\Delta/2)^2}\;\to\;2\pi T\,\delta(\Delta).
\]

The weight \(2\pi T\) is the area under the peak: with \(y=\Delta T/2\) the area is \(2T\int dy\,\sin^2y/y^2=2\pi T\). The two exponentials peak at different places, \(\omega_{fi}=\pm\omega\), so for \(\omega T\gg1\) their cross term is negligible: at exact resonance it is \(T\sin(2\omega T)/\omega\), against \(T^2\) for the peak, and its area summed over final states stays bounded while the area \(2\pi T\) grows. Dividing \(|a_f|^2\) by \(T\) gives

\[
W_{i\to f}=\frac{\pi}{2}E_0^2|\mu_{fi}|^2\left[\delta(\omega_{fi}-\omega)+\delta(\omega_{fi}+\omega)\right].
\]

The first term is absorption and the second is stimulated emission. The rate has meaning when the final states are dense on the scale \(1/T\) while the initial state is still little depleted. Direct propagation of one state coupled to a dense band gave a rate of \(1.9708\times10^{-4}\), against \(1.9704\times10^{-4}\) from the formula.

## (b) The absorption coefficient

**Find the net power taken from the light, and from it the absorption coefficient \(\alpha\).**

Each transition takes the energy \(\omega_{fi}\) from the field, which is negative for emission:

\[
P=\sum_{i,f}p_i\,\omega_{fi}W_{i\to f}.
\]

In the emission term, exchange the names \(i\) and \(f\). Then \(\omega_{fi}\) becomes \(-\omega_{fi}\), the delta function becomes \(\delta(\omega_{fi}-\omega)\), and \(p_i\) becomes \(p_f=p_ie^{-\beta\omega_{fi}}\). Both terms now carry the same delta function, which sets \(\omega_{fi}=\omega\):

\[
P=\frac{\pi}{2}E_0^2\,\omega\,(1-e^{-\beta\omega})\sum_{i,f}p_i|\mu_{fi}|^2\delta(\omega_{fi}-\omega).
\]

The mean energy flux of the wave is \(S=ncE_0^2/(8\pi)\). This follows from the Poynting vector \((c/4\pi)\mathbf E\times\mathbf B\), with the part of \(B\) in phase with \(E\) equal to \(nE\) and the mean of \(\cos^2\) equal to \(1/2\); \(n\) is the real part of the refractive index. By definition \(\alpha S=P/V\), so

\[
n\alpha=\frac{8\pi P}{VcE_0^2}
=\frac{4\pi^2\omega}{Vc}(1-e^{-\beta\omega})\sum_{i,f}p_i|\mu_{fi}|^2\delta(\omega_{fi}-\omega).
\]

In an isotropic sample the sum cannot depend on \(\mathbf u\). It equals its mean over three perpendicular directions, so \(|\mu_{fi}|^2\) may be replaced by \(|\mathbf M_{fi}|^2/3\), where \(|\mathbf M_{fi}|^2\) is summed over the components.

The factor \(1-e^{-\beta\omega}\) is the share of absorption left after stimulated emission. The formula for a fixed direction was tested on a thermal anharmonic system driven by a weak pulse. The energy gain found by propagation agreed with the formula to about 2 parts in \(10^5\).

## (c) From states to a correlation function

**Remove the sum over eigenstates, which is out of reach for a liquid.**

Write the delta function as a time integral:

\[
\delta(\omega_{fi}-\omega)=\frac1{2\pi}\int_{-\infty}^{\infty}dt\,e^{-i\omega t}e^{i(E_f-E_i)t}.
\]

The second phase turns \(\mathbf M\) into a Heisenberg operator, because

\[
e^{i(E_f-E_i)t}\mathbf M_{fi}=\langle f|e^{iHt}\mathbf M e^{-iHt}|i\rangle=\langle f|\mathbf M(t)|i\rangle .
\]

The sum over \(f\) is then a completeness relation, and the sum over \(i\) is a thermal average:

\[
I(\omega)\equiv\sum_{i,f}p_i|\mathbf M_{fi}|^2\delta(\omega_{fi}-\omega)
=\frac1{2\pi}\int_{-\infty}^{\infty}dt\,e^{-i\omega t}\langle\mathbf M(0)\cdot\mathbf M(t)\rangle .
\]

With the factor \(1/3\) from part (b),

\[
n\alpha=\frac{4\pi^2\omega}{3Vc}\,(1-e^{-\beta\omega})\,I(\omega).
\]

The exchange of names used in part (b) also gives detailed balance, \(I(-\omega)=e^{-\beta\omega}I(\omega)\). A classical autocorrelation function is real and even in time, so its spectrum obeys \(I_{cl}(-\omega)=I_{cl}(\omega)\) and violates this relation. As a result, the substitution \(I\to I_{cl}\) is ambiguous. In the form above it gives a finite absorption, but in the equivalent form with \((1-e^{-\beta\omega})I(\omega)\) written as \(I(\omega)-I(-\omega)\) it gives zero. We need a quantum function that has the symmetry of the classical one.

## (d) A quantum function with classical symmetry

**Consider the Kubo function**

\[
K(t)=\frac1\beta\int_0^\beta d\lambda\,\langle\mathbf M(-i\lambda)\cdot\mathbf M(t)\rangle,\qquad \mathbf M(-i\lambda)=e^{\lambda H}\mathbf Me^{-\lambda H}.
\]

**Relate its spectrum to \(I(\omega)\) and rewrite the absorption.**

Inserting eigenstates puts a factor \(e^{\lambda(E_i-E_f)}=e^{-\lambda\omega_{fi}}\) into each term of the sum. Its average over \(\lambda\) is

\[
\frac1\beta\int_0^\beta d\lambda\,e^{-\lambda\omega_{fi}}=\frac{1-e^{-\beta\omega_{fi}}}{\beta\omega_{fi}} .
\]

The delta function again sets \(\omega_{fi}=\omega\). With \(\tilde K(\omega)=\frac{1}{2\pi}\int dt\,e^{-i\omega t}K(t)\), therefore,

\[
\tilde K(\omega)=\frac{1-e^{-\beta\omega}}{\beta\omega}I(\omega),\qquad
I(\omega)=\frac{\beta\omega}{1-e^{-\beta\omega}}\tilde K(\omega).
\]

Substitution into the result of part (c) cancels the factor \(1-e^{-\beta\omega}\):

\[
n\alpha=\frac{4\pi^2\beta\omega^2}{3Vc}\,\tilde K(\omega).
\]

Nothing has been approximated since part (b). Detailed balance gives the symmetry of \(\tilde K\):

\[
\tilde K(-\omega)=\frac{1-e^{\beta\omega}}{-\beta\omega}\,e^{-\beta\omega}I(\omega)=\frac{1-e^{-\beta\omega}}{\beta\omega}I(\omega)=\tilde K(\omega).
\]

The spectrum is real and even, so \(K(t)\) is real and even, like a classical correlation function.

## (e) The harmonic case

**Compute \(K\) for one harmonic coordinate \(q\) of mass \(m\) and frequency \(\omega_0\), and compare it with the classical function. What does this imply for the absorption?**

Let \(x=\beta\omega_0\) and \(z=e^{-x}\). The populations are \(p_k=(1-z)z^k\), and \(q\) connects neighbouring levels with \(|\langle k+1|q|k\rangle|^2=(k+1)/(2m\omega_0)\). From \(\sum_k(k+1)z^k=1/(1-z)^2\) it follows that \(\sum_kp_k(k+1)=1/(1-z)\), and subtracting 1 gives \(\sum_kp_kk=z/(1-z)\). Hence

\[
I_{qq}(\omega)=\frac1{2m\omega_0}\left[\frac{\delta(\omega-\omega_0)}{1-z}+\frac{z\,\delta(\omega+\omega_0)}{1-z}\right].
\]

Multiply by \((1-e^{-\beta\omega})/(\beta\omega)\). At \(\omega=\omega_0\) this factor is \((1-z)/x\). At \(\omega=-\omega_0\) it is \((1/z-1)/x=(1-z)/(zx)\). Both lines acquire the same weight:

\[
\tilde K_{qq}(\omega)=\frac{1}{2\beta m\omega_0^2}\left[\delta(\omega-\omega_0)+\delta(\omega+\omega_0)\right],\qquad
K_{qq}(t)=\frac{\cos\omega_0t}{\beta m\omega_0^2}.
\]

Classically \(q(t)=q_0\cos\omega_0t+(p_0/m\omega_0)\sin\omega_0t\), with \(\langle q_0^2\rangle=1/(\beta m\omega_0^2)\) and \(\langle q_0p_0\rangle=0\). The classical \(\langle q(0)q(t)\rangle\) is therefore the same function.

Now let the nuclei move in independent harmonic normal modes, and let the dipole be linear in them, \(\mathbf M=\mathbf M_0+\sum_k\mathbf d_kq_k\). Cross terms between modes vanish because \(\langle q_k\rangle=0\). The constant \(\mathbf M_0\) contributes only at \(\omega=0\), where the factor \(\omega^2\) removes it. So \(\tilde K\) may be replaced by \(I_{cl}\):

\[
n\alpha=\frac{4\pi^2\beta\omega^2}{3Vc}\,I_{cl}(\omega)
=\frac{2\pi\beta\omega^2}{3Vc}\int_{-\infty}^{\infty}dt\,e^{-i\omega t}\langle\mathbf M(0)\cdot\mathbf M(t)\rangle_{cl}.
\]

This is the harmonic quantum correction, \(I\approx\frac{\beta\omega}{1-e^{-\beta\omega}}I_{cl}\), inserted into the golden-rule result. It is exact under the two conditions just used, harmonic motion and a linear dipole. For other systems it is the approximation \(K\approx C_{cl}\), where \(C_{cl}\) is the classical dipole correlation function. At 300 K the correction factor is 1.26 at \(100\ \mathrm{cm^{-1}}\) and 14.4 at \(3000\ \mathrm{cm^{-1}}\). In ordinary units the golden rule brings \(\omega/\hbar\) and the correction brings \(\beta\hbar\omega\), so \(\hbar\) cancels from the prefactor.

The factor \(\omega^2\) can be absorbed. In equilibrium the correlation function depends on time differences alone, so \(\frac{d}{dt}\langle\mathbf M(0)\cdot\mathbf M(t)\rangle=\langle\mathbf M(-t)\cdot\dot{\mathbf M}(0)\rangle\), and a second derivative gives \(-\langle\dot{\mathbf M}(0)\cdot\dot{\mathbf M}(t)\rangle\). Two time derivatives multiply a spectrum by \((i\omega)^2=-\omega^2\). Hence \(\omega^2I_{cl}\) is the spectrum of \(\dot{\mathbf M}\), which does not depend on the constant part of the dipole.

## (f) A worked example with a second route

**Charges \(Q=0.5\) of mass \(m=2000\) are bound isotropically with \(\omega_0=0.008\) hartree (\(1755.8\ \mathrm{cm^{-1}}\)) and damping \(\gamma=10^{-4}\) hartree. Their number density is \(\rho=10^{-4}\) per cubic bohr. Find the absorption from the classical correlation function, and compare it with classical electrodynamics.**

These are model parameters. The charges are treated as independent, and the difference between the local and the macroscopic field is neglected. At this density a Lorentz local field would lower the absorption maximum by about \(0.7\ \mathrm{cm^{-1}}\) and change \(\alpha\) at \(\omega_0\) by about 0.2 percent, so the last digits below belong to the independent-charge model only. Each component obeys \(\ddot q+\gamma\dot q+\omega_0^2q=\xi(t)\), where \(\xi\) is thermal white noise. Multiply by \(q(0)\) and average. For \(t>0\) the noise is uncorrelated with \(q(0)\), so \(C(t)=\langle q(0)q(t)\rangle\) obeys

\[
\ddot C+\gamma\dot C+\omega_0^2C=0,\qquad C(0)=\frac1{\beta m\omega_0^2},\quad \dot C(0)=0 .
\]

Let \(F=\int_0^\infty e^{-i\omega t}C\,dt\). Integration by parts turns \(\dot C\) into \(-C(0)+i\omega F\) and \(\ddot C\) into \(-i\omega C(0)-\omega^2F\). Therefore

\[
F=C(0)\frac{\gamma+i\omega}{\omega_0^2-\omega^2+i\gamma\omega},\qquad
\mathrm{Re}\,F=\frac{C(0)\,\gamma\omega_0^2}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}.
\]

The numerator of the real part is \(\gamma(\omega_0^2-\omega^2)+\gamma\omega^2=\gamma\omega_0^2\). Since \(C\) is even, its spectrum is \(\mathrm{Re}\,F/\pi\). There are \(\rho V\) charges with three components each, so \(I_{cl}=3\rho VQ^2\,\mathrm{Re}\,F/\pi\), and

\[
n\alpha=\frac{4\pi^2\beta\omega^2}{3Vc}\,I_{cl}
=\frac{4\pi\rho Q^2}{mc}\,\frac{\gamma\omega^2}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}.
\]

The second route uses no correlation function. A field \(E_0e^{-i\omega t}\) drives the mean displacement \((QE_0/m)/(\omega_0^2-\omega^2-i\gamma\omega)\), and the dielectric function is

\[
\varepsilon=1+\frac{4\pi\rho Q^2/m}{\omega_0^2-\omega^2-i\gamma\omega}.
\]

With \(\varepsilon=(n+i\kappa)^2\) we have \(\mathrm{Im}\,\varepsilon=2n\kappa\). The intensity decays with \(\alpha=2\omega\kappa/c\), so \(n\alpha=\omega\,\mathrm{Im}\,\varepsilon/c\), which is the same expression. At resonance

\[
n\alpha=\frac{4\pi\rho Q^2}{mc\gamma}
=\frac{4\pi(10^{-4})(0.25)}{(2000)(137.036)(10^{-4})}=1.146\times10^{-5}\ \text{bohr}^{-1}.
\]

With \(n=1.0048\) this gives \(\alpha=1.141\times10^{-5}\ \text{bohr}^{-1}\), or \(2156\ \mathrm{cm^{-1}}\). The temperature has dropped out: the classical mean square amplitude grows as \(1/\beta\), and the prefactor \(\beta\) compensates. The numerical transforms at 300 K and 600 K give the same value.

At 300 K, \(x=\beta\omega_0=8.42\). Had \(I_{cl}\) been put uncorrected into the formula of part (c), the intensity at \(\omega_0\) would have been multiplied by \((1-e^{-x})/x=0.119\), a loss of 88 percent.

## (g) Where the correction fails

**Examine first a dipole proportional to \(q^2\) on a harmonic oscillator, then a linear dipole on an anharmonic one.**

*Quadratic dipole.* The overtone at \(2\omega_0\) has \(|\langle k+2|q^2|k\rangle|^2=(k+1)(k+2)/(4m^2\omega_0^2)\), and \(\sum_kp_k(k+1)(k+2)=2/(1-z)^2\). The quantum strength \((1-e^{-\beta\omega})I\) at \(\omega=2\omega_0\) is therefore

\[
\frac{1-z^2}{4m^2\omega_0^2}\,\frac{2}{(1-z)^2}=\frac{1}{2m^2\omega_0^2}\,\frac{1+z}{1-z}=\frac{\coth(x/2)}{2m^2\omega_0^2}.
\]

Classically \(q=A\cos(\omega_0t+\phi)\), and the oscillating part of \(q^2\) is \(\frac12A^2\cos(2\omega_0t+2\phi)\). Averaging over \(\phi\) gives the correlation \(\frac18\langle A^4\rangle\cos2\omega_0t\), so the line at \(+2\omega_0\) has weight \(\langle A^4\rangle/16\). The energy \(E=\frac12m\omega_0^2A^2\) has the distribution \(\beta e^{-\beta E}\), with \(\langle E^2\rangle=2/\beta^2\). Hence \(\langle A^4\rangle=8/(\beta^2m^2\omega_0^4)\). The corrected classical strength is \(\beta\omega=2\beta\omega_0\) times the weight, which is \(1/(\beta m^2\omega_0^3)\), and

\[
\frac{\text{true}}{\text{corrected classical}}=\frac x2\coth\frac x2 .
\]

The ratio tends to 1 for \(x\to0\), but it is 4.21 at \(x=8.42\). Harmonic motion alone is not sufficient; the dipole must be linear as well.

*Linear dipole, any potential.* Take \(H=p^2/2m+U(q)\) and a dipole equal to \(q\), that is, unit charge. By detailed balance the integrated quantum strength is

\[
\int_0^\infty\omega(1-e^{-\beta\omega})I\,d\omega=\int_{-\infty}^\infty\omega I\,d\omega=\sum_{i,f}p_i\omega_{fi}|q_{fi}|^2 .
\]

The last sum equals \(\langle q[H,q]\rangle\) and also \(-\langle[H,q]q\rangle\), depending on which matrix element takes up \(\omega_{fi}\). The mean of the two is \(\frac12\langle[q,[H,q]]\rangle\). With \([H,q]=-ip/m\) and \([q,p]=i\) this is \(1/(2m)\). The corrected classical strength is

\[
\int_0^\infty\beta\omega^2I_{cl}\,d\omega=\frac\beta2\langle\dot q^2\rangle=\frac{\beta}{2}\,\frac{1}{\beta m}=\frac1{2m}.
\]

The total intensity is thus right for any confining \(U\), but its division among the lines need not be: for the Morse oscillator below at 300 K the first overtone carries about 1.3 percent of the total in the quantum spectrum and about 0.3 percent in the corrected classical one. The line positions are still those of classical motion.

*Morse oscillator.* Let \(U=D(1-e^{-aq})^2\) with \(\omega_0=a\sqrt{2D/m}\). For \(y=e^{aq}\), energy conservation gives

\[
\dot y^2=\frac{2a^2}{m}\left[Ey^2-D(y-1)^2\right].
\]

This is quadratic in \(y\), with \(-(2a^2/m)(D-E)\) multiplying \(y^2\). So \(y\) oscillates harmonically, with frequency \(\Omega(E)=\omega_0\sqrt{1-E/D}\approx\omega_0(1-E/2D)\).

In the classical spectrum, to leading order, energy \(E\) contributes in proportion to \(A^2e^{-\beta E}\propto Ee^{-\beta E}\). The mean energy with this weight is \(2/\beta\), and the centroid of the line shifts by \(-\omega_0/(\beta D)\). The weight \(Ee^{-\beta E}\) is largest at \(E=1/\beta\), so the line is asymmetric and its maximum shifts by only half as much.

For the quantum line, set \(dE/dJ=\Omega(E)\) for the action \(J\), with \(E=0\) at \(J=0\). Then \(\sqrt{1-E/D}=1-\omega_0J/2D\), or \(E=\omega_0J-\omega_0^2J^2/4D\). The semiclassical values \(J=\frac12\) and \(\frac32\) give a shift of \(-\omega_0^2/(2D)\), which diagonalization confirms here to within \(10^{-7}\) hartree.

For \(D=0.15\) hartree, with \(m\), \(\omega_0\) and 300 K as before, the leading shifts are \(-11.1\ \mathrm{cm^{-1}}\) (classical) and \(-46.8\ \mathrm{cm^{-1}}\) (quantum). Trajectories place the line centroid near \(1745\ \mathrm{cm^{-1}}\); the first decimal is not reliable, because the finite time step and the smoothing window each raise the computed centroid by a fraction of a wavenumber. The quantum \(0\to1\) line lies at \(1709.0\ \mathrm{cm^{-1}}\), and at \(x=8.42\) it carries practically all the fundamental intensity, since \(z=e^{-x}\) is tiny. The corrected classical spectrum has the sum-rule area to within 0.1 percent, yet the centroid of its line lies \(36\ \mathrm{cm^{-1}}\) too high. To leading order the transition \(k\to k+1\) is shifted by \(-(k+1)\omega_0^2/2D\) and has weight \((k+1)z^k\). Since \(\sum_k(k+1)^2z^k=(1+z)/(1-z)^3\) and \(\sum_k(k+1)z^k=1/(1-z)^2\), the mean quantum shift is \(-(\omega_0^2/2D)\coth(x/2)\). The ratio of quantum to classical shift is thus \((x/2)\coth(x/2)\), which tends to 1 at high temperature. For \(x\gg1\), as here, it is \(x/2\): the quantum transition spans an energy \(\omega_0\), whereas the classical motion explores energies of order \(k_BT\), where the well is more nearly harmonic. A prefactor that varies slowly across the line, as \(\beta\omega/(1-e^{-\beta\omega})\) does, rescales its intensity and cannot supply this missing anharmonic shift.

The numerical check checks these results numerically.

## Computed values

```
Golden-rule rate, formula: 1.9704e-04 a.u.
Golden-rule rate, propagated: 1.9708e-04 a.u.
Pulse energy gain, formula: 5.28065e-06 a.u.
Pulse energy gain, propagated: 5.28074e-06 a.u.
Oscillator frequency w0: 0.0080 hartree
Oscillator frequency w0: 1755.8 cm^-1
Mass: 2000 electron masses
Charge: 0.50 e
Damping: 1.0e-04 hartree
Number density: 1.0e-04 bohr^-3
Speed of light: 137.036 a.u.
Temperature: 300 K
beta: 1052.58 hartree^-1
x = beta w0: 8.4207 (no unit)
Harmonic factor at 100 cm^-1, 300 K: 1.259 (no unit)
Harmonic factor at 500 cm^-1, 300 K: 2.638 (no unit)
Harmonic factor at 1000 cm^-1, 300 K: 4.836 (no unit)
Harmonic factor at 3000 cm^-1, 300 K: 14.388 (no unit)
Harmonic factor at w0: 8.4225 (no unit)
Classical <q^2> at 300 K: 7.42221e-03 bohr^2
n*alpha at w0, 300 K, beta w^2 formula: 1.1463e-05 bohr^-1
n*alpha at w0, 600 K, beta w^2 formula: 1.1463e-05 bohr^-1
n*alpha at w0, Lorentz: 1.1463e-05 bohr^-1
n*alpha at w0 + damping/2, 300 K: 5.7492e-06 bohr^-1
n*alpha at w0 + damping/2, Lorentz: 5.7492e-06 bohr^-1
Refractive index at w0: 1.0048 (no unit)
alpha at w0: 1.1408e-05 bohr^-1
alpha at w0: 2156 cm^-1
Uncorrected/corrected intensity at w0: 0.1187 (no unit)
Overtone of q^2 dipole, true/corrected: 4.212 (no unit)
Same ratio, (x/2)coth(x/2): 4.212 (no unit)
Morse depth D: 0.15 hartree
Morse area / sum rule, quantum: 1.0000 (no unit)
Morse area / sum rule, corrected classical: 1.0002 (no unit)
Morse 0-1 line, quantum: 1709.0 cm^-1
Morse line centroid, classical: 1744.9 cm^-1
Classical minus quantum position: 36.0 cm^-1
Leading shift -w0^2/(2D), quantum: -46.8 cm^-1
Leading shift -w0 kT/D, classical: -11.1 cm^-1
```
